Steerable Kernels Between Angular Momentum Ranks Under SO(3) and O(3), part 2

A linear equivariant map takes features of rank l to features of rank l' through a matrix kernel K(x) of one separation vector x = rn, with r > 0 and |n| = 1. The problem is to find every kernel that symmetry allows. A feature has components v_m, m = −l, …, l, in the Condon-Shortley phase convention. A rotation R acts on states by the unitary operator U(R), with D^l_{m'm}(R) = ⟨l m'|U(R)|l m⟩. Rotations require

K(Rs) = D^l'(R) K(s) D^l(R)^†.   (1)

On the z axis K is diagonal in m, with elements k_m(r), |m| ≤ μ = min(l,l'). Hence

number of angular functions at each r > 0 = 2 min(l,l')+1.   (4)

The general solution is

K(rn) = Σ_J φ_J(r) K_J(n), J = |l−l'|, …, l+l'.   (11)

Here K_J combines spherical harmonics Y_JM(n) with real Clebsch-Gordan coefficients ⟨l m J M|l' m'⟩. On the z axis its diagonal elements are ⟨l m J 0|l' m⟩. The K_J are orthogonal under the trace at each n, with squared norm (2l'+1)/(2J+1), and

φ_J(r) = [(2J+1)/(2l'+1)] Σ_m ⟨l m J 0|l' m⟩ k_m(r).   (12)

At the origin, K(0) can be non-zero only if l = l', and is then a multiple of the identity.

SO(3) contains only rotations; O(3) also includes inversion, x → −x. With intrinsic parities p (input) and p' (output), each ±1, inversion gives

φ_J = 0 unless (−1)^J = pp'.   (14)

pp' = (−1)^{l+l'}: μ+1 angular functions,
pp' = −(−1)^{l+l'}: μ angular functions.   (15)

The first case is called natural, the second unnatural.

The example is hydrogen fluoride, bond length 0.92 Å, in restricted Hartree-Fock theory with the cc-pVDZ basis. Its Fock block, in hartree, connects five d functions on fluorine with three p functions on hydrogen. The equations are solved with hydrogen on the positive z side of fluorine, then again with the bond along (1,2,2)/3.

### 9. The same reduction seen along the bond

A mirror plane containing the z axis explains the count without spherical harmonics of the separation. Invert all coordinates, then rotate by π about y. The point (x,y,z) first becomes (−x,−y,−z), and then (x,−y,z). The combined operation is a reflection that leaves every point of the z axis fixed.

We need the rotation by π about y acting on |l m⟩. In terms of functions, it changes the polar angle θ to π−θ and the azimuth ϕ to π−ϕ. For m ≥ 0, Y_lm is a constant times P_l^m(cos θ)e^{imϕ}. Under this change

P_l^m(−cos θ) = (−1)^{l+m} P_l^m(cos θ), e^{im(π−ϕ)} = (−1)^m e^{−imϕ}.

The product of signs is (−1)^l. Since Y_{l,−m} = (−1)^m Y_lm∗, the rotated function is

(−1)^l (−1)^m Y_{l,−m} = (−1)^{l−m} Y_{l,−m}.

For negative m the same formula follows because two rotations by π give the identity for integer l. The reflection therefore sends the input component m to −m with factor p(−1)^{l−m}, and the output component with factor p'(−1)^{l'−m}. Invariance of the kernel on the axis gives

k_{−m} = pp' (−1)^{l'−m} (−1)^{l−m} k_m = pp' (−1)^{l+l'} k_m.   (16)

The factor (−1)^{−2m} was dropped because m is an integer. In the natural case the sequence k_m is even in m, so k_0, k_1, …, k_μ are free: μ+1 numbers. In the unnatural case it is odd, so k_0 = 0 and μ numbers remain. This agrees with (15).

Applying (16) to one kernel K_J, for which the product of parities is (−1)^J, gives a sign rule for its coefficients:

⟨l,−m,J,0|l',−m⟩ = (−1)^{l+l'+J} ⟨l m J 0|l' m⟩.   (17)

### 10. Models with real components

An equivariant model may store real numbers instead of complex ones. Does restricting the kernel to real matrices remove solutions? A column v describes a real function Σ_m v_mY_lm when v_{−m} = (−1)^m v_m∗. A kernel is real in the basis of real harmonics if it carries every column with this property to another such column. On the z axis, where K is diagonal, this requires

k_{−m} = k_m∗.

Indeed, the output component −m is k_{−m}v_{−m} = k_{−m}(−1)^m v_m∗, while reality requires (−1)^m k_m∗v_m∗.

The coefficients of K_J on the axis are real. By (17) they are even in m if l+l'+J is even, and then K_J is already a real kernel. If l+l'+J is odd, they are odd in m, and multiplication by i restores the condition: i k_{−m} = −i k_m = (i k_m)∗. Rotating the axis does not spoil this, because a rotated real function is real. Hence

i^s K_J(n), with s = 0 for l+l'+J even and s = 1 for l+l'+J odd,

is real in real harmonics for every n. A real kernel has real coefficients in these real basis functions, and the counts in (4) and (15) hold over the real numbers as well.

The case l = l' = 1 can be written in Cartesian form. For a vector v, consider

v, n×v, (3nnᵀ−1)v.

The first matrix is independent of n. The second is linear in n. The third is quadratic. Multiplied by r², its elements are 3x_ix_j−r²δ_ij, whose Laplacian is 6δ_ij−6δ_ij = 0, so they are harmonics of degree 2. All three satisfy the rotation constraint, and they are the J = 0, 1 and 2 kernels up to factors.

The sizes of these factors follow from the trace norm. The cross-product matrix has squared norm 2, while K_1 has squared norm 3/3 = 1, so the factor has magnitude √2 = 1.414. The matrix 3nnᵀ−1 has eigenvalues 2, −1, −1 and squared norm 6, while K_2 has 3/5, so the factor is √10 = 3.162 in magnitude. Projection of the matrices gave these values and zero for the other degrees.

For a polar-to-polar map, pp' = +1 leaves J = 0 and 2. For a polar-to-axial map, J = 1 alone remains. A current element therefore produces a magnetic field through a cross product with the separation vector. Symmetry fixes this angular form; the decrease with distance is a separate law contained in φ_1(r).

### 11. Why a Fock block is a steerable kernel

Place fluorine at the origin and hydrogen at x. Let |d_m'; 0⟩ be a d function on fluorine and |p_m; x⟩ a p function on hydrogen. The block is

B_{m'm}(x) = ⟨d_m'; 0|F(x)|p_m; x⟩,

where F(x) is the Fock operator for this position of hydrogen. We assume that the closed-shell solution follows the molecule when it is turned or inverted, without an external field or a symmetry-broken density. Then U(R)F(x)U(R)^† = F(Rx).

Insert U(R)^†U(R) = 1 on both sides of F(x). The rotated d functions remain on fluorine and mix with D²; the rotated p functions move to Rx and mix with D¹. The result is

B(x) = D²(R)^† B(Rx) D¹(R).

Multiplying by D²(R) on the left and D¹(R)^† on the right gives the kernel constraint with l = 1 and l' = 2. Inversion through the fluorine nucleus likewise carries F(x) into F(−x). The d functions have parity +1 about their centre and the p functions −1, so B(−x) = −B(x). The orbital parities alone would not fix this sign; the behaviour of the operator matters too, as section 13 will show. This is the natural case, since (−1)^{1+2} = −1. Of J = 1, 2, 3, the degrees 1 and 3 remain. Along z the two free values are σ = k_0 and π = k_1 = k_{−1}; here π names a matrix element, not the number.

### 12. The molecular numbers

The calculation along z gave

σ = −0.405379 hartree, π = 0.181210 hartree.

To use (12), we need the coefficients for J = 1 and 3. For J = 1, start with the product of two rank-1 states, |2 2⟩ = |1⟩|1⟩, labelled by their m values. Lowering once gives |2 1⟩ = (|0⟩|1⟩+|1⟩|0⟩)/√2. Lowering again gives |2 0⟩ = (|−1⟩|1⟩+2|0⟩|0⟩+|1⟩|−1⟩)/√6. Therefore

⟨1 0 1 0|2 0⟩ = √(2/3) = 0.816497,
⟨1 1 1 0|2 1⟩ = 1/√2 = 0.707107.

Let a and b be the J = 3 coefficients for m = 0 and 1. They are even in m, and orthogonality to J = 1 gives √(2/3)a+√2 b = 0, or b = −a/√3. The norm a²+2b² = 5/7 then gives a² = 3/7. In the phase convention used, a = −0.654654 and b = 0.377964. The choice of overall sign would change φ_3 but not the product φ_3K_3.

The radial coefficients at this bond length are

φ_1 = (3/5)[0.816497 σ + 2(0.707107)π] = (3/5)(−0.33099+0.25627) = −0.0448 hartree,

φ_3 = (7/5)[−0.654654 σ + 2(0.377964)π] = (7/5)(0.26538+0.13698) = 0.5633 hartree.

In the first the σ and π terms have opposite signs and largely cancel; in the second they add. For J = 2 the coefficients are odd in m while k_m is even, so the sum vanishes. The calculation gave about 10⁻¹⁷ hartree.

For the tilted direction n = (1,2,2)/3, one element can be checked by hand. Write a d function as rᵀAr with A symmetric and traceless, divided by r² and multiplied by a common constant. The scalar product of two such functions is proportional to tr(AB). The functions

√3xy, [3(n·r)²−r²]/2, √3(n·r)(e·r), with e a unit vector perpendicular to n,

all have tr(A²) = 3/2, so they have equal norms. The second is the σ function along n, and the third is a π function. Their scalar products with d_xy, after division by 3/2, are √3n_xn_y and n_xe_y+n_ye_x.

The p_z function has component n_z along n and e_z along e. Summing over two perpendicular directions e, and using Σ_e e_ie_j = δ_ij−n_in_j, gives

B_{xy,z} = √3n_xn_yn_z σ + [n_x(−n_yn_z)+n_y(−n_xn_z)]π
= n_xn_yn_z(√3σ−2π).

Here n_xn_yn_z = 4/27 = 0.14815, so

B_{xy,z} = 0.14815(−0.70214−0.36242) = −0.1577 hartree.

The separate self-consistent calculation gives the same value. The largest deviation over all fifteen elements is 1.6×10⁻¹⁵ hartree, and the printed sum of the blocks for n and −n is zero. This is closer than the convergence threshold would require, and the reason is again symmetry. Both calculations start from a guess that turns with the molecule, and each iteration preserves this relation. The remaining convergence errors are therefore the same in both orientations and cancel in the comparison. The deviation measures rounding, not how well either calculation has converged.

The agreement tests symmetry, not the accuracy of Hartree-Fock theory. The individual values omit electron correlation and depend on the finite basis. If the same d and p functions are kept but the electron density is taken from cc-pVTZ, aug-cc-pVTZ or cc-pVQZ, σ moves by up to 0.001 hartree and π by up to 0.003 hartree; φ_1 becomes about −0.047 hartree and φ_3 lies between 0.560 and 0.563 hartree. The digits quoted above therefore refer to cc-pVDZ, not to the basis-set limit.

### 13. An operator that selects the missing degree

The J = 2 pattern is not absent from nature; it needs a different parity. Replace the Fock operator by n·L, the component of orbital angular momentum along the bond. The reference point may be moved along the bond without effect, because the resulting change in L is perpendicular to n.

Let S_π be the overlap of the d and p functions for m = 1. Along z, n·L multiplies a p function by mħ, so

k_1 = ħS_π, k_0 = 0, k_{−1} = −ħS_π.

This sequence is odd in m. Inversion leaves L unchanged but reverses n, which supplies the additional minus sign needed for the unnatural case. The J = 2 coefficients are c, 0, −c for m = 1, 0, −1, and the norm 2c² = 1 gives |c| = 1/√2. With S_π = 0.24396,

|φ_2| = (5/5)·2|c|ħS_π = √2(0.24396)ħ = 0.3450ħ.

The block computed for the tilted molecule has this magnitude for J = 2 and zero for J = 1 and 3.

### 14. Where the count applies

The argument requires that the separation vector be the sole directional quantity in the kernel. In a molecule with a third atom off the bond line, the Fock operator also depends on that atom's position. Rotating about the bond then changes the environment, and the diagonal form in m is no longer required. The overlap block between two atoms still obeys the count, because it involves just those two centres.

A radial coefficient may depend on other quantities that do not change under the symmetry group, since multiplying K_J by such a number leaves its transformation law intact. Under O(3), a pseudoscalar multiplier has a different effect: it changes sign under inversion and can admit a degree that (14) excludes. A model restricted to SO(3) makes no such distinction and retains all 2μ+1 functions. In a point-cloud test from a polar vector to a parity-even rank-2 feature, J = 1, 2 and 3 all respected rotations, but J = 2 failed under inversion. Removing it enforces the symmetry if the target has definite parity. This does not exclude targets that distinguish a structure from its mirror image: a pseudoscalar does so, and it has the definite parity −1.

The computed values are collected in the numerical output below; the intermediate products in section 12 follow from them by hand.

Values computed for the example and the checks

```
Counts from the constraint (dimensionless)
natural: p p' = (-1)^(l+l'); unnatural: the opposite sign
l=0 l'=0: SO(3) 1, O(3) natural 1, unnatural 0, at origin 1
l=0 l'=2: SO(3) 1, O(3) natural 1, unnatural 0, at origin 0
l=1 l'=1: SO(3) 3, O(3) natural 2, unnatural 1, at origin 1
l=1 l'=2: SO(3) 3, O(3) natural 2, unnatural 1, at origin 0
l=2 l'=1: SO(3) 3, O(3) natural 2, unnatural 1, at origin 0
l=1 l'=3: SO(3) 3, O(3) natural 2, unnatural 1, at origin 0
l=2 l'=2: SO(3) 5, O(3) natural 3, unnatural 2, at origin 1
Largest constraint error, l,l'<=3: 1.5e-15
Largest frame-construction error, l,l'<=3: 1.6e-15
Point cloud, polar l=1 to even l'=2, J=1: inversion equivariant = True
Point cloud, polar l=1 to even l'=2, J=2: inversion equivariant = False
Point cloud, polar l=1 to even l'=2, J=3: inversion equivariant = True
identity: |coefficient| for J=0,1,2 = 1.000000, 0.000000, 0.000000
cross product: |coefficient| for J=0,1,2 = 0.000000, 1.414214, 0.000000
3nn-1: |coefficient| for J=0,1,2 = 0.000000, 0.000000, 3.162278
HF molecule: RHF/cc-pVDZ, bond length 0.92 angstrom
Total energy: -100.019289 hartree
Fock d(F)-p(H), sigma (m=0): -0.405379 hartree
Fock d(F)-p(H), pi (m=+1): 0.181210 hartree
Coupling <1 m 1 0|2 m>, m=0 and 1: 0.816497, 0.707107
Coupling <1 m 3 0|2 m>, m=0 and 1: -0.654654, 0.377964
Fock radial coefficient J=1: -0.044832 hartree
Fock radial coefficient J=3: 0.563311 hartree
Fock radial coefficient J=2, magnitude: 1.2e-17 hartree
Tilted direction n: 0.333333, 0.666667, 0.666667
Tilted Fock d_xy-p_z, predicted: -0.157712 hartree
Tilted Fock d_xy-p_z, new SCF: -0.157712 hartree
Largest deviation over 15 elements: 1.6e-15 hartree
Largest |F(-n)+F(n)|: 0.0e+00 hartree
Overlap d(F)-p(H), pi: 0.243961 (dimensionless)
n.L block, |coefficient| for J=1,2,3 (hbar): 0.000000, 0.345012, 0.000000
```
